# Tunnelling mass along [111] in the six Delta valleys of silicon

## Problem

The conduction band of silicon has six Delta minima, one on each of the half-axes ±x, ±y, ±z. Near a minimum with unit axis vector \(\mathbf a\), the energy counted from the minimum is, in atomic units,

\[
E(\mathbf k)=\frac{(\mathbf k\cdot\mathbf a)^2}{2m_l}+\frac{k^2-(\mathbf k\cdot\mathbf a)^2}{2m_t},\qquad m_l=0.916,\quad m_t=0.19 ,
\]

where \(\mathbf k\) is measured from that minimum. An electrostatic potential \(V(x)\) varies only along \(\mathbf n=[111]/\sqrt3\), with \(x\) the coordinate along \(\mathbf n\). The layer is wide, so the real transverse wave vector \(\mathbf q\perp\mathbf n\) is conserved. The masses are the same inside and outside the barrier, and scattering between valleys is neglected.

1. Show that at fixed \(\mathbf q\) the tunnelling mass is about 0.258 in every valley. For which directions do all valleys share one mass?
2. Find the transverse energy that enters the decay constant. Do all valleys decay equally fast at the same \(\mathbf q\) and the same total energy?
3. Find the transmission of a rectangular barrier of height \(V_0=0.25\) eV and length \(L=5\) nm for an electron 0.05 eV above the source band edge, at \(q=0\). Compare with a [100] channel. Repeat for \(q=0.3\ \mathrm{nm^{-1}}\) along \([1\bar10]\).
4. The layer is replaced by a narrow [111] wire with hard walls. Which mass governs the decay now?
5. Estimate how far the main neglected effects move the result of part 3.

## Solution

### 1. The mass

Collect the terms in \((\mathbf k\cdot\mathbf a)^2\) and define \(\delta=1/m_l-1/m_t\), which is negative:

\[
E=\frac12\left[\frac{k^2}{m_t}+\delta\,(\mathbf k\cdot\mathbf a)^2\right].
\]

Put \(\mathbf k=\mathbf q+s\,\mathbf n\). Since \(\mathbf q\cdot\mathbf n=0\), we have \(k^2=q^2+s^2\) and \(\mathbf k\cdot\mathbf a=\mathbf q\cdot\mathbf a+s\,\mathbf n\cdot\mathbf a\). Hence

\[
E=\tfrac12\left(ws^2+2bs+c\right),
\]
\[
w=\frac1{m_t}+\delta(\mathbf n\cdot\mathbf a)^2,\quad
b=\delta(\mathbf n\cdot\mathbf a)(\mathbf q\cdot\mathbf a),\quad
c=\frac{q^2}{m_t}+\delta(\mathbf q\cdot\mathbf a)^2 .
\]

Completing the square gives

\[
E=\frac w2\left(s+\frac bw\right)^2+E_t,\qquad E_t=\frac12\left(c-\frac{b^2}{w}\right).
\]

\(E_t\) is the lowest energy available at this \(\mathbf q\). In a region of constant potential \(V\), replace \(E\) by \(E-V\). If \(E<V+E_t\), the square must be negative, so

\[
s=-\frac bw\pm i\kappa,\qquad \kappa=\sqrt{2m\,(V+E_t-E)},\qquad m=\frac1w .
\]

The real part of \(s\) is an oscillating phase and does not affect the decay. It also drops out when \(V\) varies. With \(s\to-i\,d/dx\) and \(\psi=e^{-ibx/w}\varphi\), the operator \(-i\,d/dx\) acting on \(\psi\) becomes \(-i\,d/dx-b/w\) acting on \(\varphi\). This cancels the shift in the square:

\[
-\frac1{2m}\varphi''+\left[V(x)+E_t\right]\varphi=E\varphi .
\]

At a potential step \(\psi\) and \(\psi'\) are continuous, and therefore so are \(\varphi\) and \(\varphi'\). The problem is an ordinary one-dimensional one with mass \(m\).

For [111], every valley axis has \((\mathbf n\cdot\mathbf a)^2=1/3\), so

\[
\frac1m=\frac1{m_t}+\frac13\left(\frac1{m_l}-\frac1{m_t}\right)=\frac13\left(\frac1{m_l}+\frac2{m_t}\right),
\]
\[
m=\frac{3m_lm_t}{m_t+2m_l}=\frac{3(0.916)(0.19)}{0.19+1.832}=\frac{0.52212}{2.022}=0.258 .
\]

In general \(w\) depends on the valley only through \((\mathbf n\cdot\mathbf a)^2\). Since \(\delta\neq0\), equal masses require \(n_x^2=n_y^2=n_z^2\), which singles out the \(\langle111\rangle\) directions. Along [100] the masses are 0.916 in two valleys and 0.19 in four. Along [110] they are 0.315 in four and 0.19 in two.

### 2. The transverse energy

Insert \(b\) and \(c\), using \((\mathbf n\cdot\mathbf a)^2=1/3\):

\[
2E_t=\frac{q^2}{m_t}+\delta(\mathbf q\cdot\mathbf a)^2\left(1-\frac{\delta}{3w}\right)
=\frac{q^2}{m_t}+\frac{\delta m}{m_t}(\mathbf q\cdot\mathbf a)^2 ,
\]

because \(w-\delta/3=1/m_t\). Let \(\mathbf u\) be the unit vector along the part of \(\mathbf a\) perpendicular to \(\mathbf n\), and let \(\mathbf v=\mathbf n\times\mathbf u\). The perpendicular part has squared length \(1-1/3=2/3\), so \((\mathbf q\cdot\mathbf a)^2=\tfrac23q_u^2\). The coefficient of \(q_u^2\) is then

\[
\frac1{m_t}\left(1+\frac{2\delta m}{3}\right)=\frac m{m_t}\left(w+\frac{2\delta}3\right)=\frac m{m_t}\left(\frac1{m_t}+\delta\right)=\frac{m}{m_tm_l}=\frac3{m_t+2m_l},
\]

and therefore

\[
E_t=\frac{q_v^2}{2m_t}+\frac{q_u^2}{2m_u},\qquad m_u=\frac{m_t+2m_l}{3}=0.674 .
\]

The directions \(\mathbf u\) and \(\mathbf v\) differ from valley to valley. At the same \(\mathbf q\) and total energy the valleys therefore share \(m\) but in general not \(E_t\), and their decay constants differ. Opposite valleys, \(\pm\mathbf a\), have the same \(E_t\).

Here \(\mathbf q\) is measured from the projection of each valley's own minimum. A wave vector measured from a common origin corresponds to a different \(\mathbf q\) in different valleys. This changes \(E_t\) but not \(m\).

### 3. The rectangular barrier

Let \(e=E-E_t\), with \(0<e<V_0\), and \(k=\sqrt{2me}\), \(\kappa=\sqrt{2m(V_0-e)}\). Beyond the barrier take \(\varphi=t\,e^{ik(x-L)}\). The solution inside that matches its value and slope at \(x=L\) is

\[
\varphi=t\left[\cosh\kappa(L-x)-\frac{ik}{\kappa}\sinh\kappa(L-x)\right].
\]

In front of the barrier \(\varphi=Ae^{ikx}+Be^{-ikx}\), so \(A=\tfrac12[\varphi(0)+\varphi'(0)/(ik)]\). This gives

\[
\frac At=\cosh\kappa L+\frac i2\left(\frac\kappa k-\frac k\kappa\right)\sinh\kappa L .
\]

Take the squared modulus, use \(\cosh^2=1+\sinh^2\), and note that \(1+\tfrac14(\kappa/k-k/\kappa)^2=\tfrac14(\kappa/k+k/\kappa)^2=V_0^2/[4e(V_0-e)]\). Then

\[
T=\left|\frac tA\right|^2=\left[1+\frac{V_0^2\sinh^2\kappa L}{4e(V_0-e)}\right]^{-1}.
\]

For \(\kappa L\gg1\), \(\sinh^2\kappa L\approx e^{2\kappa L}/4\), where the base of the exponential is Euler's number, and

\[
T\approx\frac{16e(V_0-e)}{V_0^2}\exp(-2\kappa L).
\]

**Case \(q=0\).** The depth below the barrier top is \(0.25-0.05=0.20\) eV, or \(0.20/27.211=0.00735\) hartree. Thus \(\kappa=\sqrt{2(0.2582)(0.00735)}=0.0616\) per bohr. Dividing by 0.05292 nm per bohr gives

\[
\kappa=1.164\ \mathrm{nm^{-1}}=0.1164\ \text{Å}^{-1}.
\]

The exponent is \(2\kappa L=11.64\), the exponential is \(8.78\times10^{-6}\), and the prefactor is \(16(0.2)(0.8)=2.56\). Hence \(T=2.25\times10^{-5}\), the same for all six valleys.

With the barrier and electron energy held fixed, a [100] channel gives \(1.18\times10^{-4}\) in its four light valleys and \(7.7\times10^{-10}\) in its two heavy ones. The average over six equally occupied valleys is \(\tfrac46(1.18\times10^{-4})=7.9\times10^{-5}\), about 3.5 times the [111] value. The light valleys carry nearly all of it.

**Case \(q=0.3\ \mathrm{nm^{-1}}\) along \([1\bar10]\), same total energy.**

- In the x and y valleys \(E_t=0.0083\) eV, \(\kappa=1.188\ \mathrm{nm^{-1}}\) and \(T=1.54\times10^{-5}\). The real parts of \(s\) are \(+0.132\) and \(-0.132\ \mathrm{nm^{-1}}\), opposite because the product \((\mathbf n\cdot\mathbf a)(\mathbf q\cdot\mathbf a)\) changes sign between the x and y valleys.
- In the z valleys \(\mathbf q\perp\mathbf a\), so the real part vanishes and the transverse mass is 0.19. Then \(E_t=0.0180\) eV, \(\kappa=1.216\ \mathrm{nm^{-1}}\) and \(T=9.4\times10^{-6}\).

These transmissions come from a lattice solution that keeps the term \(bs\) explicitly. They agree with the one-mass formula to a relative difference of at most \(1.7\times10^{-6}\).

### 4. The narrow wire

Hard walls replace the transverse plane wave by a standing wave, so \(\mathbf q\) is no longer conserved. For dependence \(e^{isx}\) along the wire, the energy operator contains the transverse momentum \(p_u\). In a valley with \(\mathbf n\cdot\mathbf a>0\) it reads as follows; in the opposite valley only \(w_{nu}\) changes sign, which does not affect the mass:

\[
\frac12\left[ws^2+2w_{nu}sp_u+w_{uu}p_u^2\right],\quad
w_{nu}=\frac{\sqrt2}{3}\delta,\quad w_{uu}=\frac1{m_t}+\frac{2\delta}3 .
\]

The momentum \(p_v\) adds \(p_v^2/(2m_t)\) and is not coupled to \(s\) or \(p_u\), since \(\mathbf v\perp\mathbf a\). This time complete the square in \(p_u\):

\[
\frac{w_{uu}}2\left(p_u+\frac{w_{nu}s}{w_{uu}}\right)^2+\frac{s^2}2\left(w-\frac{w_{nu}^2}{w_{uu}}\right).
\]

A factor \(\exp(-iw_{nu}su/w_{uu})\) in the wave function removes the shift. It leaves the zeros at the walls in place, for imaginary \(s\) too. The confinement levels therefore do not depend on \(s\), and the remaining term defines the wire mass. With \(ww_{uu}-w_{nu}^2=(1/m_t)(1/m_t+\delta)=1/(m_tm_l)\),

\[
m_{\rm wire}=m_lm_tw_{uu}=\frac{m_l+2m_t}{3}=0.432 .
\]

This mass is again common to all valleys, but it is larger. Diagonalizing, for one valley, a hard-wall strip 4 nm wide with its walls normal to that valley's \(\mathbf u\), at imaginary wave vector \(s=i\kappa\) with \(\kappa=1.164\ \mathrm{nm^{-1}}\), also gives 0.432.

Used in the rectangular-barrier formula with the same energies counted from the subband edge, the wire mass gives \(T=7.4\times10^{-7}\), about 30 times less than the wide layer. This is a single-subband estimate: the factor above depends on \(s\), so a potential step also mixes subbands. Solving the scattering problem in a hard-wall strip with many subbands changes this \(T\) by less than 15% for widths from 0.5 to 3 nm. At a width of 4 nm it gives \(1.2\times10^{-6}\), about 18 times less than the wide layer, so the estimate holds only for narrow wires. The narrowest widths test the formula, not real silicon: at 1 nm the confinement energy of the strip is already 0.93 eV, beyond the range of parabolic bands.

### 5. What the model neglects

Each effect below is changed alone. The first three are evaluated at \(q=0\), and their factors multiply \(\exp(-2\kappa L)\); the last one includes all \(\mathbf q\).

**Nonparabolicity.** A two-band model around the X point, with \(k_z\) counted from X, reads

\[
E=\frac{k_z^2+k_0^2}{2m_l}+\frac{k_x^2+k_y^2}{2m_t}-\sqrt{\left(\frac{k_0k_z}{m_l}\right)^2+\left[\left(\frac1{m_t}-1\right)k_xk_y\right]^2}.
\]

I take \(k_0=0.15\,(2\pi/a)\) and \(a=0.543\) nm as rough inputs. On the complex line \(k_x=k_y=s/\sqrt3\), \(k_z=k_0+s/\sqrt3\), the mass \((\operatorname{Im}s)^2/(2\times\text{depth})\) is 0.258 at a depth of 0.001 eV but 0.222 at 0.20 eV. The exponential grows by a factor 2.3 in this model. The figure is model-dependent: empirical-pseudopotential bands lower the mass by about 16% rather than 14%, a factor near 2.6. The value 0.258 is thus a band-edge mass.

**Barrier shape.** For \(V=V_0[1-(2x/L)^2]\), with \(x\) counted from the centre, the depth is \(0.20\,\mathrm{eV}\,(1-x^2/h^2)\), where \(h=\tfrac L2\sqrt{0.20/0.25}=2.24\) nm. The WKB exponent is \(2\kappa\int_{-h}^{h}\sqrt{1-x^2/h^2}\,dx=\pi\kappa h=8.18\) instead of 11.64, a factor 32.

**Drain field.** A linear drop of 0.1 eV along the barrier top, or 0.2 MV/cm, lowers the WKB exponent to 10.04, a factor 5.

**Temperature and degeneracy.** Integrating the Fermi function over \(E_t\), whose density of states is constant in two dimensions, gives the forward current

\[
J\propto\int_0^\infty T(e)\,\ln\!\left[1+e^{(E_F-e)/k_BT_s}\right]de ,
\]

with \(T_s\) the temperature and the exponential again to Euler's base. At 300 K and a source doping of \(10^{20}\ \mathrm{cm^{-3}}\), \(E_F\) lies 0.065 eV above the band edge. For the rectangular barrier, energies below \(V_0\) then carry 52% of the current, against 56% with Boltzmann statistics. In this model tunnelling and thermal emission therefore contribute about equally at 5 nm.

**Relation to real devices.** The source doping and temperature are typical of silicon transistors. A 5 nm barrier is shorter than in ordinary production devices, and [111] is not their usual channel direction, though it is a common growth direction of silicon nanowires. Channels this short need a thin body or a wire for gate control, which breaks the assumption of conserved \(\mathbf q\). In the parabolic hard-wall model of part 4, at the same energies counted from the subband edge, \(T\) is about 30 times lower for widths up to 3 nm, 18 times lower at 4 nm and 10 times lower at 5 nm. A film confined in one direction only does not share the wire mass. Completing the square in the confined momentum alone gives 0.338 in four valleys and 0.258 in two for the normal \([1\bar10]\), and 0.273 in four and 0.432 in two for \([11\bar2]\). The reduction then depends on the valley, and confinement also separates the subband edges of the valleys. For the smooth barrier above, with flat bands on both sides, direct integration of the one-dimensional equation gives \(T=7.6\times10^{-4}\), about 34 times the rectangular value. The bare WKB exponential, \(\exp(-8.18)=2.8\times10^{-4}\), is too low by a factor 2.7: the turning points lie only 0.26 nm from the flat regions, too close for WKB to give the prefactor. The value \(2\times10^{-5}\) is therefore a reference for the ideal wide layer, not a leakage prediction. The numerical output lists most of the values used here.

## Computed results

```
masses ml, mt: 0.916, 0.19 m_e
[111] mass, formula: 0.25822 m_e
[111] mass, 24 complex roots: 0.25822 to 0.25822 m_e
[100] masses, valleys x y z: [0.916 0.19  0.19 ] m_e
[110] masses, valleys x y z: [0.3147 0.3147 0.19  ] m_e
transverse masses for [111]: 0.190, 0.674 m_e
barrier 0.25 eV, electron 0.05 eV, length 5.0 nm
depth below barrier top: 0.200 eV
kappa at q=0: 1.1643 1/nm = 0.11643 1/angstrom
exponent 2 kappa L: 11.643
exp(-2 kappa L): 8.784e-06
transmission [111], q=0: 2.249e-05
transmission [100], mass 0.19: 1.178e-04
transmission [100], mass 0.916: 7.673e-10
second case: q = 0.3 1/nm along [1-10]
valley x: E_t 0.00833 eV, Re s 0.1319 1/nm, kappa 1.1882 1/nm, T 1.536e-05
valley y: E_t 0.00833 eV, Re s -0.1319 1/nm, kappa 1.1882 1/nm, T 1.536e-05
valley z: E_t 0.01805 eV, Re s -0.0000 1/nm, kappa 1.2156 1/nm, T 9.371e-06
largest relative gap, lattice T to formula: 1.7e-06
wire mass: formula 0.4320, strip 0.4320 m_e
strip width in that test: 4.0 nm
transmission with wire mass: 7.383e-07
two-band input: a 0.543 nm, k0 0.15 x 2pi/a
two-band mass at 0.001 eV depth: 0.2579 m_e
two-band mass at full depth: 0.2221 m_e
two-band kappa: 1.0799 1/nm
two-band factor on exp(-2 kappa L): 2.325
parabolic barrier: exponent 8.179, factor 31.94
tilt 0.1 eV over L (0.20 MV/cm): exponent 10.035, factor 4.99
temperature 300 K, kT 0.02585 eV
source doping 1.0e+20 cm^-3, Fermi level above band edge 0.0653 eV
tunnel share of current, degenerate source: 0.5220
tunnel share of current, Boltzmann source: 0.5603
length for half the current by tunnelling: 5.054 nm
```
